# Why Nonlinear Landauer Currents Need a Channel Potential That Follows Every Voltage

## The result

Raise the source, drain and gate voltages of a transistor by the same amount $v$. No voltage difference has changed, so the steady current must not change. In a Landauer calculation whose transmission rises with energy, as in the band-edge model used below (an abrupt barrier with resonances need not satisfy this), a biased channel keeps its current only if the channel potential $\phi$ also rises by $v$. With responses $u_k=\partial\phi/\partial V_k$, the condition is

$$u_S+u_D+u_G=1 .$$

A potential that ignores the voltages has $\sum_k u_k=0$. When all voltages, including the gate voltage and the shift, are small compared with $k_BT/e$ about the reference setting, it still gives the correct current to first order in the voltages, but at second order a common shift produces the false change

$$\delta I=-J_2\,(V_D-V_S)\,v ,$$

where $J_2$ measures how the conductance changes with channel potential.

The shift test fixes the sum of the responses, not how it is shared. The shares come from electrostatics: each terminal acts through its capacitance to the channel, and source and drain also act through the electrons they inject. If a terminal has a nonzero share, leaving it out breaks the sum.

## Conventions and the current

The electron charge is $-e$, with $e>0$. Reservoir $k$ has electrochemical level $\mu_k=\mu_0-eV_k$. The top of the channel barrier lies at $E_0-e\phi$, with $\phi=0$ when all voltages are zero. The gate voltage is measured from a chosen reference setting. Current is positive when it enters at the drain, so $V_D>V_S$ gives $I>0$.

The model is a steady-state, mean-field one with a single barrier potential and no gate leakage. Let

$$f_0(E)=\frac{1}{1+e^{(E-\mu_0)/k_BT}} .$$

Reservoir $k$ then has occupation $f_0(E+eV_k)$, because its level is lower by $eV_k$. Per unit width,

$$I=\frac{e}{h}\int T(E+e\phi)\,[f_0(E+eV_S)-f_0(E+eV_D)]\,dE .$$

The function $T$ sums the transmission over spin, valleys and transverse modes. It depends on $E+e\phi$ because only the energy relative to the barrier matters.

For a ballistic parabolic band, the modes at energy $\varepsilon$ have transverse wave numbers between $-q$ and $q$, where $q=\sqrt{2m(\varepsilon-E_0)}/\hbar$. Their number per width is $2q/2\pi=q/\pi$. With spin-valley degeneracy $g$,

$$T(\varepsilon)=\frac{g}{\pi\hbar}\sqrt{2m(\varepsilon-E_0)},\qquad \varepsilon>E_0 ,$$

and $T=0$ below $E_0$.

Now measure energy from the moving barrier: put $\varepsilon=E+e\phi$, so that $dE=d\varepsilon$ and $E+eV_k=\varepsilon-e(\phi-V_k)$. Then

$$I=J(\phi-V_S)-J(\phi-V_D),\qquad J(x)=\frac{e}{h}\int T(\varepsilon)f_0(\varepsilon-ex)\,d\varepsilon .$$

The two terms are the currents injected by source and drain. Each depends on the channel potential relative to its own reservoir.

## What the common shift demands

After the shift, let the channel potential be $\phi'$. The current is

$$I'=J(\phi'-v-V_S)-J(\phi'-v-V_D).$$

This is the original current formula evaluated at $\phi'-v$. It surely agrees with the old current if $\phi'=\phi+v$. To see whether another $\phi'$ could also work, we need the slope at fixed terminal voltages,

$$\frac{\partial I}{\partial\phi}=J'(\phi-V_S)-J'(\phi-V_D).$$

Differentiating $J$ gives

$$J'(x)=\frac{e^2}{h}\int T(\varepsilon)\,[-f_0'(\varepsilon-ex)]\,d\varepsilon
=\frac{e^2}{h}\int T'(\varepsilon)f_0(\varepsilon-ex)\,d\varepsilon .$$

The second form is an integration by parts. The boundary terms vanish because $T(E_0)=0$ and $f_0$ decays at high energy. A further derivative gives

$$J''(x)=\frac{e^3}{h}\int T'(\varepsilon)\,[-f_0'(\varepsilon-ex)]\,d\varepsilon>0 ,$$

since both factors are positive above the band edge. Thus $J'$ increases with $x$. For $V_D>V_S$ we have $\phi-V_S>\phi-V_D$, so $\partial I/\partial\phi>0$. A given current then belongs to one value of the potential, and invariance requires $\phi'=\phi+v$. Differentiating $\phi(V_S+v,V_D+v,V_G+v)=\phi+v$ with respect to $v$ gives $\sum_ku_k=1$.

The same reasoning applies to a full potential landscape. If all potential energies, including the reservoir band edges, move by $-ev$, the transmission curve moves by $-ev$ along the energy axis. The reservoir occupations move with it, and the integral is unchanged. Holding the channel landscape in place spoils this match.

## Why the linear current hides the fault

Write $G=J'(0)$ and $J_2=J''(0)$. For small arguments,

$$J(x)=J(0)+Gx+\tfrac12J_2x^2+O(x^3).$$

Insert this in the current. The constants cancel, and the linear part is

$$G[(\phi-V_S)-(\phi-V_D)]=G(V_D-V_S).$$

The potential has dropped out. Physically, equal reservoirs carry no net current whatever the barrier height, so a small change of barrier height matters only when multiplied by a bias.

The quadratic part contains a difference of squares:

$$(\phi-V_S)^2-(\phi-V_D)^2=(V_D-V_S)(2\phi-V_S-V_D).$$

Hence, to second order,

$$I=(V_D-V_S)\left[G+J_2\left(\phi-\frac{V_S+V_D}{2}\right)\right],\qquad \phi=\sum_ku_kV_k .$$

The linear response of $\phi$ is enough, since it is already multiplied by a voltage difference. Under a common shift, $\phi$ rises by $v\sum_ku_k$ and the mean terminal voltage by $v$. Therefore

$$\delta I=J_2(V_D-V_S)\,v\left(\sum_ku_k-1\right).$$

Setting all $u_k$ to zero gives the frozen-potential error stated at the start.

## Electrostatics supplies the shares

Let $C_k$ be the capacitance per area between the barrier region and terminal $k$. In a ballistic channel, the source fills the forward-moving half of the states at the barrier top and the drain fills the other half. Let $N_0(x)$ be the density when both halves are filled by a reservoir relative to which the channel potential is $x$. Charge balance reads

$$\sum_kC_k(\phi-V_k)=-e\left[\tfrac12N_0(\phi-V_S)+\tfrac12N_0(\phi-V_D)-N_0(0)\right].$$

The left side is the channel charge required by the capacitors. The right side is the added electron charge.

For the parabolic band the density of states is $D=gm/(2\pi\hbar^2)$, and

$$N_0(x)=Dk_BT\ln\left[1+e^{(ex-\Delta)/k_BT}\right],\qquad \Delta=E_0-\mu_0 .$$

Every term in the balance contains a difference $\phi-V_k$. If $\phi$ solves it before the shift, $\phi+v$ solves it afterwards. The solution is unique: raising $\phi$ increases the left side and, because $N_0$ increases, lowers the right side.

To find the individual responses, define the injection capacitances

$$C_{q,S}=\frac e2N_0'(\phi-V_S),\qquad C_{q,D}=\frac e2N_0'(\phi-V_D),\qquad C_{q,G}=0 .$$

Differentiate the balance with respect to $V_k$. With $\delta_{kj}=1$ when $k=j$ and zero otherwise,

$$\sum_jC_ju_k-C_k=-C_{q,S}(u_k-\delta_{kS})-C_{q,D}(u_k-\delta_{kD}).$$

Collecting the terms in $u_k$ gives

$$u_k=\frac{C_k+C_{q,k}}{\sum_j(C_j+C_{q,j})} .$$

Summing over $k$ makes numerator and denominator equal, so the total is one.

Two limits show what competes. With few electrons, the injection terms vanish and $u_k=C_k/\sum_jC_j$: the best-coupled electrode dominates, normally the gate. With many electrons and a large drain bias, $C_{q,D}$ is negligible and $C_{q,S}$ rises towards its ceiling $e^2D/2$, reached when the source-filled states at the barrier top are full. If this ceiling far exceeds $\sum_jC_j$, $u_S$ comes close to one. The barrier then follows the source almost fully, because a small relative movement would add much charge.

The sum must include every conductor that couples to the channel. Suppose a substrate with capacitance $C_0$ is kept at zero while the named terminals move. Their responses then add to less than one, the missing share being $C_0$ divided by the total capacitance, $C_0$ and the injection capacitances included. The remedy is to count the substrate as a terminal and shift it too.

## Weighing the terms in a short transistor

Take a 10 nm channel at 300 K, where $k_BT=0.02585$ eV, with effective mass $0.5m_0$ and $g=4$. The gate insulator is 5 nm thick with relative permittivity 20. These are rough values in the regime of monolayer MoS$_2$. The source and drain capacitances are assumed to be 10% and 6% of the gate capacitance. At the reference setting, $\Delta=0.10$ eV.

In $\mu$F/cm$^2$, the capacitances are $C_S=0.354$, $C_D=0.213$ and $C_G=3.542$. At the reference setting, source and drain each add an injection capacitance of 0.685. The total is

$$0.354+0.213+3.542+2(0.685)=5.479 .$$

Thus $u_G=3.542/5.479=0.65$, while $u_S=0.19$ and $u_D=0.16$. The gate leads, but the other two together supply about a third of the response.

**A small bias.** Set $V_D=10$ mV with the other voltages zero. The coefficients are $G=524$ $\mu$A/($\mu$m V) and $J_2=2.00\times10^4$ $\mu$A/($\mu$m V$^2$). The linear current is $524\times0.01=5.24$ $\mu$A/$\mu$m. To first order in the bias, the potential rises by 1.64 mV, whereas the mean terminal voltage is 5 mV. The second-order current is therefore

$$0.01\,[524-2.00\times10^4(0.00336)]\approx4.57\ \mu\text{A}/\mu\text{m},$$

against 4.61 from the full model.

Now shift all voltages by another 10 mV but keep $\phi$ frozen. The quadratic law predicts a false change of $-2.00$ $\mu$A/$\mu$m, while the full current formula gives $-1.47$. The law is only rough here because the shift is not small compared with $k_BT/e$. When the barrier is well above the reservoir levels, $J(x)\propto e^{ex/k_BT}$, and freezing $\phi$ multiplies the current by $e^{-ev/k_BT}=0.68$. This predicts a change of $4.61(0.68-1)\approx-1.48$, close to the full value.

**A large bias.** Set $V_S=0$, $V_D=0.3$ V and $V_G=0.4$ V. The solved potential is 0.121 V, so the barrier top lies 0.021 eV below the source level. The ballistic current is 914 $\mu$A/$\mu$m. The source injection capacitance has grown to 23.2 $\mu$F/cm$^2$, while that of the drain is about 0.001. The responses are now

$$u_S=0.862,\qquad u_D=0.008,\qquad u_G=0.130 .$$

The gate still sets the operating point through its 0.4 V, but a further small movement of the barrier follows mainly the source.

Next raise all three voltages by 0.1 V. In each omission below, the reservoir occupations use the shifted voltages, but the named voltage in the charge balance stays at its old value. For the source and drain, this omits both the capacitive and the injected-charge response.

| Potential after the shift | Current ($\mu$A/$\mu$m) | Change |
|---|---:|---:|
| full response | 914 | 0 |
| drain response omitted | 895 | −2% |
| gate response omitted | 619 | −32% |
| source response omitted | 50 | −95% |
| completely frozen | 30 | −97% |

For a small shift, omitting terminal $k$ leaves $\phi$ short by $u_kv$, so

$$\delta I_k\approx-\frac{\partial I}{\partial\phi}u_kv .$$

Here $\partial I/\partial\phi=2.40\times10^4$ $\mu$A/($\mu$m V). For $v=0.1$ V this estimates $-19$ for the drain and $-312$ $\mu$A/$\mu$m for the gate, compared with actual changes of $-19$ and $-295$. For the source it gives about $-2070$, more than the entire current, so the linear estimate has failed. At this shift the separate losses cannot be added. Freezing everything puts the barrier 0.079 eV above the shifted source level instead of 0.021 eV below it.

## What the test cannot decide

**The wrong share can pass.** Choose $\phi=V_S$. Then $u_S=1$ and the other responses are zero, so the sum rule holds. At the large bias, this choice gives 13.7 $\mu$A/$\mu$m both before and after the shift. It is invariant, but about 67 times smaller than the self-consistent current mainly because the gate cannot lower the barrier (at $V_G=0$ the self-consistent current is 25 $\mu$A/$\mu$m, so the drain response supplies a smaller part of the factor). Shift invariance is necessary; the charge balance is needed as well.

**Constant transmission can hide a frozen potential.** If $T$ is constant throughout the energies where the two occupations differ,

$$I=\frac{eT}{h}\int[f_0(E+eV_S)-f_0(E+eV_D)]\,dE=\frac{e^2T}{h}(V_D-V_S).$$

The integral is the separation of the two reservoir levels, $e(V_D-V_S)$. The potential no longer enters, and a frozen one passes. This requires the band edge to stay well below both levels during the shift.

**A small response can look harmless.** At the large bias the drain share is below 1%, and its omission costs only 2% of the current. At the reference setting its share is 16%. A neglected response must therefore be judged at the bias of interest.

## Does a wave calculation change the verdict?

The barrier model transmits every electron above the top and none below it. A wave calculation includes tunnelling and reflection. Consider a smooth barrier whose height falls towards each reservoir as $\tanh^2(x/5\ \text{nm})$. The reservoir band edges lie about 0.07 eV below their electrochemical levels, corresponding to a density of $3\times10^{13}$ cm$^{-2}$. The barrier-top potential is taken from the large-bias solution and is not solved again with wave densities.

The wave current is 1.01 times the ballistic one, so the net effect of tunnelling and reflection is about 1% for this profile. This is a near cancellation: tunnelling adds about 11% and reflection above the top removes about 10%. With a width of 2.5 nm in place of 5 nm the ratio is about 1.08. Under a common shift of 0.05 V, moving the barrier and the reservoirs together leaves the wave current unchanged. Keeping the barrier top fixed reduces it to 23% of its original value, compared with 21% in the ballistic model. The shift failure is not caused by the sharp transmission threshold.

## Scattering, contacts and the real device

Let a uniform fraction $t$ of the electrons crossing the barrier reach the drain. A fraction $1-t$ of the source electrons returns through the backward-moving states. The source therefore supplies the fraction $\tfrac12+\tfrac12(1-t)=1-t/2$ of the state filling, and the drain supplies $t/2$. These factors replace the two halves in the charge balance, while the current is multiplied by $t$. Only differences $\phi-V_k$ still appear, so the sum rule survives.

For a rough mobility $\mu=50$ cm$^2$/Vs, the non-degenerate estimate $\lambda=2k_BT\mu/(ev_T)$, with $v_T=\sqrt{2k_BT/(\pi m)}$, gives a mean free path of 3.4 nm. Taking backscattering over the full channel,

$$t=\frac{\lambda}{\lambda+L}=\frac{3.4}{3.4+10}\approx0.25 .$$

The current falls to 135 $\mu$A/$\mu$m. This is less than $0.25\times914$, because returning electrons add charge at the barrier and force $\phi$ down. With this scattering, a frozen potential after the 0.1 V shift retains about 3% of the correct current, much as in the ballistic case. The estimate of $t$ may be too pessimistic for two reasons. The barrier top lies close to the source level here, and at a given mobility the partial filling of the states lengthens the mean free path. At large drain bias, moreover, backscattering near the barrier matters most.

For a real monolayer MoS$_2$ transistor, scattering and contact resistance are both large neglected effects, and which one leads depends on the inputs. Contacts alone lower the ballistic current by a factor of about 2.3 at 300 $\Omega\,\mu$m each and about 6.5 at 1 k$\Omega\,\mu$m. Scattering alone lowers it by about 2.5 if only 3 nm beyond the barrier count (with the mean free path lengthened to 3.9 nm by partial filling), and nearly sevenfold, to 135 $\mu$A/$\mu$m, in the full-channel estimate above. A resistance of 300 $\Omega\,\mu$m per contact, which is low for this material, lowers it further to 118 $\mu$A/$\mu$m. The ballistic current would drop about 0.27 V at each such contact, more in total than the applied 0.3 V, so 914 $\mu$A/$\mu$m refers to voltages at the inner channel ends. Heating at 118 $\mu$A/$\mu$m and 0.3 V is estimated at 24 K for a 100 nm heated length and an interface conductance of 15 MW/(m$^2$ K), and is not fed back into the current. If all the channel charge is balanced at the gate, it produces an insulator field of 0.58 MV/cm, below the rough breakdown scale of several MV/cm. At the barrier top, six upper valleys of mass $0.75m_0$, counting one spin branch each, hold about 0.2% of the lower-valley density if they lie 0.2 eV higher; at 0.1 eV, the Boltzmann factor would raise this to roughly 9%. Counting both spin branches doubles these values. Nearer the drain the electrons have gained about 0.3 eV, more than the offset, and transfer to the upper valleys there is not covered by this estimate. These effects change the size of the current, and some change the shares $u_k$. None permits the channel potential to stay behind when every voltage is shifted. The numerical output below lists the main values.

## Computed values

```
Temperature: 300 K
Thermal energy: 0.02585 eV
Effective mass / electron mass: 0.5
Spin-valley degeneracy: 4
Channel length: 10 nm
Insulator thickness: 5 nm
Insulator relative permittivity: 20
Capacitances S, D, G (uF/cm2): [0.354 0.213 3.542]
Reference barrier above mu0: 0.1 eV
Bias voltages S, D, G (V): [0.  0.3 0.4]
Common shift: 0.1 V
Reference responses u_S, u_D, u_G: [0.1897 0.1638 0.6465]
Reference quantum cap. S, D, G (uF/cm2): [0.685 0.685 0.   ]
Bias responses u_S, u_D, u_G: [0.8623 0.0078 0.1299]
Bias quantum cap. S, D, G (uF/cm2): [2.3163e+01 1.0000e-03 0.0000e+00]
Reference conductance G: 524.3 uA/(um V)
Reference second derivative J2: 1.999e+04 uA/(um V^2)
10 mV drain bias: current: 4.611 uA/um
10 mV shift, frozen: exact change: -1.466 uA/um
10 mV shift, frozen: quadratic law: -1.999 uA/um
Channel potential at bias: 0.1209 V
Channel potential after shift: 0.2209 V
Barrier top minus source level: -0.02095 eV
Barrier-top sheet density: 6.362e+12 cm^-2
dI/dphi at fixed terminals: 2.401e+04 uA/(um V)
Ballistic current before shift: 914.2 uA/um
Shifted current, full response: 914.2 uA/um
Shifted current, frozen potential: 30.43 uA/um
Shifted current, source response omitted: 49.74 uA/um
Shifted current, drain response omitted: 894.8 uA/um
Shifted current, gate response omitted: 619.1 uA/um
Source-tied current, before shift: 13.65 uA/um
Source-tied current, after shift: 13.65 uA/um
Wave / ballistic current: 1.01
Wave test shift: 0.05 V
Wave current ratio, full shift: 1
Wave current ratio, frozen barrier: 0.2292
Ballistic ratio, frozen barrier: 0.2111
Rough mobility: 50 cm2/Vs
Mean free path: 3.398 nm
Scattering transmission: 0.2536
Current with scattering: 134.6 uA/um
Frozen/full ratio with scattering, 0.1 V shift: 0.02749
Rough resistance per contact: 300 ohm um
Current with scattering and contacts: 118.1 uA/um
Insulator field from channel charge: 0.5756 MV/cm
Gate tunnelling factor (rough 1.5 eV, 0.15 m0): 2.79e-11
Rough upper-valley offset: 0.2 eV
Upper/lower valley density: 0.001874
Heating inputs: 100 nm, 15 MW/(m2 K)
Temperature rise with scattering and contacts: 23.63 K
```
